# Current power law for breaking a surface bond by vibrational ladder climbing, part 1

(Sections cited here and not found follow in the second part.)

## The ladder and its mean breaking time

Take a bond that breaks when it holds two vibrational quanta, and let tunnelling electrons deliver the quanta one at a time. The bond starts in its ground level 0. Electrons lift it to level 1 at a rate $s$. From level 1 they lift it to level 2, where it breaks, at a rate $2s$; the factor 2 is a property of the harmonic oscillator, derived below. Level 1 can also fall back to level 0. It does so at a rate $\gamma$ because the vibration gives its energy to the solid, and at a further rate $s$ because a passing electron can take up a quantum as well as give one. The surface is cold, so heat lifts nothing.

Let $T_0$ and $T_1$ be the mean times to breaking from levels 0 and 1. From level 0 the bond waits a mean time $1/s$ and then stands on level 1:

$$T_0=\frac1s+T_1 .$$

From level 1 the total rate of leaving is $2s+(\gamma+s)=\gamma+3s$. The mean wait is the inverse of this rate, and the next move is downward with probability $(\gamma+s)/(\gamma+3s)$. Hence

$$T_1=\frac{1}{\gamma+3s}+\frac{\gamma+s}{\gamma+3s}\,T_0 .$$

Insert this in the first equation and collect $T_0$ on the left. Its coefficient is $1-(\gamma+s)/(\gamma+3s)=2s/(\gamma+3s)$, so

$$\frac{2s}{\gamma+3s}\,T_0=\frac1s+\frac1{\gamma+3s},\qquad
T_0=\frac{\gamma+3s}{2s^2}+\frac1{2s}=\frac{\gamma+4s}{2s^2}.$$

The breaking rate is $1/T_0=2s^2/(\gamma+4s)$. When $s\ll\gamma$ it becomes $2s^2/\gamma$, which can be read directly: first excitations occur at rate $s$, and a fraction $2s/\gamma$ of them receive a second quantum before the first is lost. Since $s$ is proportional to the current $I$, the rate goes as $I^2$. When $s\gg\gamma$ the rate becomes $s/2$, proportional to $I$. The second power therefore belongs to weak driving, where a quantum is usually lost before the next arrives.

For a bond that needs $N$ quanta the corresponding statement is that the rate goes as $I^N$. It is true under conditions, and these come out of the full solution. The bias voltage is held fixed throughout, so that each electron has a fixed probability $f$ of exciting the vibration from level 0 to level 1. Then

$$s=\frac{fI}{e},$$

with $e$ the elementary charge. A change of bias would change $f$, and the current dependence would no longer be that of $s$ alone.

The vibration is taken as a harmonic oscillator of angular frequency $\omega$, with levels $n=0,1,2,\dots$, and the bond is counted as broken on first arrival at level $N$. Both the electrons and the solid are assumed to couple to the displacement $q$ linearly. With the ladder operators $a$ and $a^\dagger$, $q$ is proportional to $a+a^\dagger$, and

$$a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle,\qquad a|n\rangle=\sqrt n\,|n-1\rangle .$$

Linear coupling therefore changes $n$ by one. Transition rates to leading order in the coupling are proportional to squared matrix elements,

$$|\langle n+1|q|n\rangle|^2\propto n+1,\qquad |\langle n-1|q|n\rangle|^2\propto n ,$$

and because the levels are equally spaced, the other factors in the rate do not depend on $n$. The electrons thus drive $n\to n+1$ at the rate $(n+1)s$; for $n=1$ this is the $2s$ used above. They drive $n\to n-1$ at the rate $ns$, if the electron energy $eV$ at bias $V$ is large compared with $\hbar\omega$, so that losing and gaining a quantum are about equally easy for an electron. The second half sizes the error of this last assumption.

The solid at temperature $\Theta$ acts as a heat bath. Let $\gamma$ be the rate of $1\to0$ at zero temperature, so that $1/\gamma$ is the vibrational lifetime, and let

$$n_B=\frac{1}{e^{\hbar\omega/k_B\Theta}-1}$$

be the thermal occupation, with $k_B$ the Boltzmann constant. The bath drives $n\to n+1$ at $(n+1)\gamma n_B$ and $n\to n-1$ at $n\gamma(1+n_B)$. The ratio $n_B/(1+n_B)=e^{-\hbar\omega/k_B\Theta}$ is what thermal equilibrium demands. Adding both causes gives the upward and downward rates

$$u_n=(n+1)U,\quad d_n=nD,\qquad U=s+\gamma n_B,\quad D=s+\gamma(1+n_B).$$

The current and the thermal occupation cancel in the difference:

$$D-U=\gamma .$$

The description uses populations alone. It assumes that successive transitions are independent and that no phase relation between levels survives from one to the next.

Let $\tau_n$ be the mean time to reach level $n+1$ for the first time, starting from level $n$. The bond waits a mean time $1/(u_n+d_n)$. It then goes up with probability $u_n/(u_n+d_n)$ and is done, or it goes down with probability $d_n/(u_n+d_n)$. In the second case it must first climb back to $n$, which takes $\tau_{n-1}$ on average, and then start again. So

$$\tau_n=\frac1{u_n+d_n}+\frac{d_n}{u_n+d_n}\left(\tau_{n-1}+\tau_n\right).$$

Multiply by $u_n+d_n$ and cancel $d_n\tau_n$ on both sides:

$$u_n\tau_n=1+d_n\tau_{n-1}.$$

For $n=0$ there is no way down, $d_0=0$, and $\tau_0=1/u_0$. With the harmonic rates the equation reads $(n+1)U\tau_n=1+nD\tau_{n-1}$. The level factors disappear on setting $g_n=(n+1)\tau_n$, because then $n\tau_{n-1}=g_{n-1}$:

$$Ug_n=1+Dg_{n-1},\qquad g_0=\frac1U .$$

Define $r=D/U$. Then $g_n=1/U+r\,g_{n-1}$, and repeated insertion gives a geometric sum,

$$g_n=\frac1U\left(1+r+r^2+\dots+r^n\right)=\frac{r^{n+1}-1}{U(r-1)} .$$

The denominator is $U(r-1)=D-U=\gamma$. Hence $g_n=(r^{n+1}-1)/\gamma$. The total mean time $T$ from level 0 to level $N$ is the sum of the $\tau_n=g_n/(n+1)$ for $n=0,\dots,N-1$, and with $m=n+1$

$$\boxed{\;T=\frac1\gamma\sum_{m=1}^{N}\frac{r^m-1}{m},\qquad r=1+\frac1x,\qquad x=\frac U\gamma=\frac s\gamma+n_B\;}$$

The form of $r$ follows from $r=1+\gamma/U$. Within this model the result holds for any strength of driving. Current and heat enter together through $x$, the number of upward quanta offered to the ground level during one vibrational lifetime. For $N=2$ and $n_B=0$ the sum is $1/x+\tfrac12(2/x+1/x^2)=(1+4x)/(2x^2)$, which returns the time found at the start.

Write $R=1/T$ for the breaking rate. When $x\ll1$, $r$ is large and the highest power dominates the sum. Keep the two highest powers, for $N\ge2$:

$$\gamma T=\frac{r^N}{N}\left[1+\frac{N}{N-1}\,\frac1r+\dots\right].$$

Since $r=(1+x)/x$, one has $r^N=x^{-N}(1+Nx+\dots)$ and $1/r=x+\dots$ to first order. Taking the inverse gives

$$R=N\gamma x^N\left[1-\left(N+\frac N{N-1}\right)x+\dots\right].$$

If heat is negligible beside the current, $x=s/\gamma$, and the leading term is the power law

$$R\simeq N\gamma\left(\frac{fI}{e\gamma}\right)^{N}\propto I^N .$$

The correction in the bracket shows what weak driving has to mean. For the rate itself to follow this formula, $Nx$ must be small, and not merely $x$. A long ladder leaves the power law earlier than a short one.

The leading term has a direct reading in terms of populations. If very little leaks out at the top, upward and downward traffic between neighbouring levels nearly balance: $(n+1)UP_n=(n+1)DP_{n+1}$, where $P_n$ is the population of level $n$. Then $P_{n+1}/P_n=1/r$, the same ratio on every rung, as in a thermal distribution with a raised temperature. Normalization of the geometric series, whose terms above the top rung are negligible here, gives $P_0=1-1/r=1/(1+x)$. The outflow from the last bound level is

$$NU\,P_{N-1}=N\gamma x\,\frac1{1+x}\,r^{-(N-1)}=N\gamma r^{-N},$$

because $x/(1+x)=1/r$. This is the leading term of $1/T$. The raised temperature is thus another description of the same ladder climb, and not a separate mechanism.

The next term comes from the leak itself. With an outflow $J=NUP_{N-1}$ the balance on the last bound link becomes $(N-1)UP_{N-2}=(N-1)DP_{N-1}+NUP_{N-1}$, so that

$$\frac{P_{N-1}}{P_{N-2}}=\frac{1}{r}\,\frac{1}{1+\dfrac{N}{(N-1)r}} .$$

The top level is depleted by the factor that appeared in the bracket for $\gamma T$. The remaining part of the correction, $-Nx$, comes from writing $r^{-N}=x^N(1+x)^{-N}$. At $n_B=0$ it has two sources. The quanta that electrons take away raise $D$ from $\gamma$ to $\gamma+s$ in each of the $N-1$ population ratios, which gives $-(N-1)x$. The last $-x$ is the population missing from the ground level, $P_0\simeq1-x$.

An experiment that varies the current sees the slope of $\ln R$ against $\ln I$. Call this local exponent $\alpha$. Only $s$ changes with the current, so $\alpha=s\,d\ln R/ds=(s/\gamma)\,d\ln R/dx$. Differentiating the sum gives

$$\frac{d(\gamma T)}{dr}=\sum_{m=1}^{N}r^{m-1}=\frac{r^N-1}{r-1}=x\left(r^N-1\right),\qquad \frac{dr}{dx}=-\frac1{x^2}.$$

Since $\ln R=-\ln T$, the two minus signs cancel, and

$$\alpha=\frac{s}{\gamma x}\;\frac{r^N-1}{\displaystyle\sum_{m=1}^{N}\frac{r^m-1}{m}} .$$

The first factor is the share of the upward rate that is due to the current. The second describes the ladder. For $n_B=0$ the first factor is 1, and with the two leading powers of the sum

$$\alpha=N\left[1-\frac N{N-1}\,\frac1r+\dots\right]=N-\frac{N^2}{N-1}\,x+\dots$$

On a long ladder the exponent is off by about $x$ relative to $N$, whereas the rate is off by about $Nx$ relative to the power law. A measured slope can therefore lie within several per cent of $N$ where the power law already overestimates the rate by a factor of two.

At the other extreme, $x\gg N$, one has for every $m\le N$ $r^m-1=(1+1/x)^m-1\simeq m/x$. Each of the $N$ terms in the sum then equals $1/x$, and

$$T\simeq\frac{N}{\gamma x},\qquad R\simeq\frac{\gamma x}{N}\simeq\frac sN .$$

The last form assumes that the current dominates the heat. In this limit $g_n\simeq(n+1)/U$, so every rung takes the same mean time $1/U$. The larger upward rate of a high rung is offset by the more frequent falls from it. The exponent is 1. As the current rises at zero temperature, $\alpha$ thus runs from $N$ to 1, and the power $N$ is its weak-driving end.

For the harmonic ladder climbed in single quanta, the mean breaking time is now known at any strength of driving, and at zero temperature the exponent falls from $N$ to 1 as the current rises. It remains to find what finite temperature, two-quantum jumps and anharmonicity do to the power law, and to put in numbers for hydrogen on silicon.
